# Mass-weighted tunnelling action and why the minimum-energy path need not minimize it

## Result

Let atoms with masses $m_i$ and displacements $R_i$ move on a potential $V(R)$. To leading order in $\hbar$, the amplitude for crossing a region where $V>E$ is $e^{-S/\hbar}$, where $S$ is the minimum over paths of

$$S[\text{path}]=\int p\,ds,\qquad p=\sqrt{2(V-E)},\qquad ds^2=\sum_i m_i\,dR_i^2. \tag{1}$$

A smooth minimizing path obeys

$$2(V-E)\,\boldsymbol\kappa=\nabla_\perp V, \tag{2}$$

where $\boldsymbol\kappa$ is the curvature vector of the path and $\nabla_\perp V$ the part of the gradient normal to it, both in the metric $ds$. A minimum-energy path (MEP) in that metric has $\nabla_\perp V=0$. If it is curved anywhere with $V>E$, it violates (2), and a nearby path on its inner side has a smaller action. The MEP gives the height of the barrier; the tunnelling exponent needs a separate minimization.

The derivation assumes one Born–Oppenheimer surface, a smooth $V$, no friction and $S\gg\hbar$. The surrounding crystal is taken to hold the frame fixed. In a free simulation cell the rigid translation must be removed instead: $\sum_i m_i(dR_i-c)^2$ is smallest for $c=\sum_i m_i\,dR_i/\sum_i m_i$, which keeps the centre of mass at rest.

## From the Schrödinger equation to a minimum principle

Define $q_i=\sqrt{m_i}\,R_i$. Then $\partial/\partial R_i=\sqrt{m_i}\,\partial/\partial q_i$, so each mass cancels from its kinetic term:

$$-\sum_i\frac{\hbar^2}{2m_i}\frac{\partial^2}{\partial R_i^2}=-\frac{\hbar^2}{2}\nabla^2,\qquad ds^2=\sum_i dq_i^2 .$$

From here on $\nabla$ acts on $q$. If $n$ atoms of mass $m$ share one displacement $u$, their contribution to $ds^2$ is $nm\,du^2$: their masses add.

Write $\psi=e^{-W/\hbar}$. Differentiating twice gives $\nabla^2\psi=(|\nabla W|^2/\hbar^2-\nabla^2W/\hbar)\psi$, and the Schrödinger equation becomes

$$-\tfrac12|\nabla W|^2+\tfrac{\hbar}{2}\nabla^2W+V-E=0 .$$

At leading order the middle term drops out, leaving $|\nabla W|=p$. We take $W$ real, which is appropriate for the ground state of a well with $E$ set to the well bottom. The zero-point energy is of order $\hbar$ and enters the prefactor.

For any path from $A$ to $B$,

$$W(B)-W(A)=\int\nabla W\cdot d\mathbf q\le\int|\nabla W|\,ds=\int p\,ds .$$

Equality holds when the path runs along $\nabla W$. The decay of the wave function between the points is therefore set by the least action. Where several gradient lines reach the same point, the smallest $W$ dominates.

## Splitting of two equal wells

Let the wells be mirror images, with dividing plane $\Sigma$, and let $\psi_L$ be the normalized state of the left well, with energy $E_0$. The even state is $\psi_+\simeq(\psi_L+\psi_R)/\sqrt2$. Multiply its equation by $\psi_L$, subtract the equation of $\psi_L$ times $\psi_+$, and integrate over the left half-space. Green's theorem gives

$$\frac{E_+-E_0}{\sqrt2}=-\frac{\hbar^2}{2}\int_\Sigma(\psi_L\partial_n\psi_+-\psi_+\partial_n\psi_L)\,d\sigma .$$

On $\Sigma$, $\partial_n\psi_+=0$ and $\psi_+=\sqrt2\,\psi_L$, so $E_+-E_0=\hbar^2\int_\Sigma\psi_L\partial_n\psi_L\,d\sigma$. The odd state has $\psi_-=0$ and $\partial_n\psi_-=\sqrt2\,\partial_n\psi_L$ there, which gives the opposite shift. With $\psi_L=\mathcal A e^{-W/\hbar}$ the splitting is

$$\Delta=-2\hbar^2\int_\Sigma\psi_L\partial_n\psi_L\,d\sigma\simeq2\hbar\int_\Sigma\mathcal A^2(\partial_nW)\,e^{-2W/\hbar}\,d\sigma .$$

The integral is dominated by the point of $\Sigma$ with the smallest $W$. By symmetry $2W_{\min}=S$, the least action between the wells.

The power of $\hbar$ follows by counting. In $d$ dimensions the normalization of a Gaussian ground state gives $\mathcal A^2\propto\hbar^{-d/2}$, the Gaussian integral over the plane gives $\hbar^{(d-1)/2}$, and one factor $\hbar$ stands in front. Hence

$$\Delta\propto\sqrt\hbar\;e^{-S/\hbar}. \tag{3}$$

If the environment destroys coherence between the wells, the golden-rule rate is proportional to $\Delta^2$, so its exponent is $2S/\hbar$.

## First variation and the failure of the MEP

Let $\mathbf t$ be the unit tangent, so that $d\mathbf t/ds=\boldsymbol\kappa$. Displace the path by a small normal vector $\boldsymbol\eta(s)$. Two things change.

The length element becomes $|\mathbf t+\boldsymbol\eta'|ds\simeq(1+\mathbf t\cdot\boldsymbol\eta')ds$. Differentiating $\mathbf t\cdot\boldsymbol\eta=0$ gives $\mathbf t\cdot\boldsymbol\eta'=-\boldsymbol\kappa\cdot\boldsymbol\eta$, so a shift towards the inner side shortens the path. The momentum changes through $p^2=2(V-E)$, which gives $\delta p=\nabla V\cdot\boldsymbol\eta/p$. Together,

$$\delta S=\int\left[\frac{\nabla V\cdot\boldsymbol\eta}{p}-p\,\boldsymbol\kappa\cdot\boldsymbol\eta\right]ds. \tag{4}$$

Requiring this to vanish for every normal $\boldsymbol\eta$ gives (2). If an end is free to slide on the surface $V=E$, it adds no term, because $p=0$ there.

Equation (2) has a mechanical reading. Introduce a parameter $\tau$ with $ds/d\tau=p$. Then $\dot{\mathbf q}=p\mathbf t$ and

$$\ddot{\mathbf q}=p\frac{dp}{ds}\mathbf t+p^2\boldsymbol\kappa=\nabla_\parallel V+\nabla_\perp V=\nabla V .$$

This is Newton's equation in the inverted potential $-V$. A particle moving at speed $p$ needs a normal force to turn a corner. On the MEP there is none, so the particle cannot follow a bend.

On an MEP the first term of (4) vanishes:

$$\delta S=-\int p\,\boldsymbol\kappa\cdot\boldsymbol\eta\,ds. \tag{5}$$

Choosing $\boldsymbol\eta=\epsilon\,w(s)\boldsymbol\kappa$ with $\epsilon>0$ and $w\ge0$ gives $\delta S=-\epsilon\int p\,w\,\kappa^2ds<0$. The saving in length is of first order in $\epsilon$, while the cost of climbing the valley wall is of second order.

A straight MEP escapes this argument and can be the minimizer. For $V=B(1-u^2/a^2)^2+\tfrac12Kv^2$, every path satisfies $V\ge B(1-u^2/a^2)^2$ and $ds\ge\sqrt{M_u}\,|du|$, where $M_u$ is the mass moving along $u$. The straight path $v=0$ attains both bounds.

## How much is saved in a stiff valley

In a plane, let $\mathbf n$ be the unit normal and $\kappa$ the signed curvature, so $\mathbf n'=-\kappa\mathbf t$. The displaced path $\mathbf q+\eta\mathbf n$ has derivative $(1-\kappa\eta)\mathbf t+\eta'\mathbf n$, with length $1-\kappa\eta+\tfrac12\eta'^2$ to second order. Around the MEP, $V\to V+\tfrac12\omega_\perp^2\eta^2$, so $p\to p+\omega_\perp^2\eta^2/(2p)$. Multiplying and keeping second order,

$$\delta S=\int\left[-p\kappa\eta+\frac{p\,\eta'^2}{2}+\frac{\omega_\perp^2\eta^2}{2p}\right]ds. \tag{6}$$

If the $\eta'^2$ term is small, setting the derivative with respect to $\eta$ to zero gives

$$\eta=\frac{p^2\kappa}{\omega_\perp^2},\qquad S_{\rm MEP}-S\simeq\frac12\int\frac{p^3\kappa^2}{\omega_\perp^2}\,ds. \tag{7}$$

The length $p/\omega_\perp$ is the distance travelled during one transverse response time. Equation (7) requires it to be small compared with the radius of curvature and with the length over which $p^2\kappa/\omega_\perp^2$ varies.

A circular valley provides a test. In model units take $V=\tfrac12(1-\theta^2)^2+\tfrac12\omega^2(r-1)^2$ with $\omega=40$. The arc $r=1$ is the MEP, with action $\int_{-1}^{1}(1-\theta^2)d\theta=4/3$. Equation (7) predicts a saving of $\tfrac12(32/35)/1600=2.857\times10^{-4}$; direct minimization gives $2.856\times10^{-4}$.

## A hafnia-like switching step

Two oxygen atoms move together by $u$ along the polar axis, and one hafnium atom moves sideways by $v$:

$$V=Bf^2+\tfrac12K(v-bf)^2,\qquad f=1-u^2/a^2 .$$

The parameters are $a=0.05$ nm, $b=0.02$ nm, $B=0.20$ eV and $K=500$ eV/nm². The wells lie at $(\pm a,0)$ with $V=0$, and the saddle at $(0,b)$ with $V=B$. The masses are $M_u=2\times15.999=31.998$ u and $M_v=178.49$ u. In units of nm, u and eV, $\hbar=0.006465$ nm $\sqrt{\text{u eV}}$.

If the hafnium stays at $v=0$, the potential is $(B+\tfrac12Kb^2)f^2$. The barrier rises to $0.20+\tfrac12(500)(0.02)^2=0.30$ eV, but the path is straight. Since $\int_{-a}^{a}f\,du=4a/3$,

$$\frac{S_{\rm frozen}}{\hbar}=\frac{4a}{3\hbar}\sqrt{2M_u\left(B+\tfrac12Kb^2\right)}=\frac{0.06667\sqrt{2(31.998)(0.30)}}{0.006465}=45.18 .$$

Four paths compare as follows, with lengths in nm $\sqrt{\text u}$:

| Path | Highest $V$ (eV) | Length | $S/\hbar$ |
|---|---|---|---|
| Mass-weighted MEP | 0.200 | 0.930 | 47.82 |
| Unweighted MEP | 0.200 | 0.839 | 45.73 |
| Hafnium frozen | 0.300 | 0.566 | 45.18 |
| Least action | 0.226 | 0.696 | 40.27 |

The path with the highest barrier has less action than either MEP, because it is much shorter. The best compromise climbs 0.026 eV above the saddle energy and moves the hafnium by only 0.0097 nm at $u=0$, where the saddle has 0.0200 nm. Using the mass-weighted MEP would underestimate the factor $e^{-2S/\hbar}$ by $2(47.82-40.27)/\ln10=6.56$ decades.

The two MEPs differ because steepest descent depends on the metric. An elastic-band calculation in ordinary displacements follows $\dot R_i=-\partial V/\partial R_i$, whereas the mass-weighted path follows $\dot R_i=-m_i^{-1}\partial V/\partial R_i$. They share the saddle and the wells. On the mass-weighted path the oxygen atoms fall away from the saddle while the heavy hafnium lags: at $u=a/2$ it is still at 0.0193 nm, although the valley floor $v=bf$ is at 0.015 nm. The unweighted path generally has a normal force in the metric $ds$, but nothing makes that force satisfy (2).

**Level splittings.** The exponent can be obtained without choosing a path. Diagonalizing the Hamiltonian in $u$ and $v$ with $\hbar$ enlarged by a factor $r$ gives $\Delta=1.9022\times10^{-9}$ eV at $r=2.0$ and $5.8968\times10^{-8}$ eV at $r=2.4$. Equation (3) then gives

$$\frac S\hbar\simeq\frac{\ln(5.8968\times10^{-8}/1.9022\times10^{-9})-\tfrac12\ln(2.4/2.0)}{1/2.0-1/2.4}=40.1 .$$

Including the splittings at $r=2.9$ and $3.5$, and solving $\ln(\Delta/\sqrt r)=c_0-(S/\hbar)/r+c_1r+c_2r^2$ for its four unknowns, gives 40.27. This agrees with the least action and excludes the MEP value.

**Local conditions.** On the numerically minimized path, the two sides of (2) differ by at most $1.4\times10^{-5}$ of the largest normal force, at 16 points between $u=0.05a$ and $0.8a$. For (5), a stretch of the mass-weighted MEP on one side of the saddle was pushed inwards. The push was proportional to $\kappa$ times a smooth window vanishing at both ends, with its largest value scaled to one. The derivative of the action with respect to the push amplitude was $-0.25128$ $\sqrt{\text{eV}}$, both measured and predicted.

## Light and heavy partners

The mass of the partner atom interpolates between two limits. For every path, $V\ge Bf^2$ and $ds\ge\sqrt{M_u}\,|du|$, hence

$$\frac S\hbar\ge\frac{4a}{3\hbar}\sqrt{2M_uB}=45.18\sqrt{0.20/0.30}=36.9 .$$

This bound is approached as $M_v\to0$: the partner then follows the valley floor at no cost in length. As $M_v\to\infty$, moving the partner costs unlimited length, and the frozen path with 45.18 is approached. The value 40.27 lies between them.

At fixed $V$, a lighter partner cannot raise the least action, since it lengthens no path. Replacing the hafnium mass by that of zirconium, 91.224 u, on the same potential lowers $S/\hbar$ from 40.27 to 39.41. The MEP value falls from 47.82 to 43.35, so the MEP exaggerates this mass effect about fivefold. A real substitution would also change $V$.

The example is far from the stiff limit of (7). At the saddle, $\omega_b^2=4B/(a^2M_u)$ and $\omega_\perp^2=K/M_v$ give mode energies of 20.45 meV for the barrier motion and 10.82 meV for the transverse motion. The hafnium responds more slowly than the oxygen atoms cross, so (7) should not be used here.

## Implementation

Take mass-weighted points $\mathbf q_0,\dots,\mathbf q_N$ with both ends at the well bottoms. Let $\ell_k=|\mathbf q_k-\mathbf q_{k-1}|$ and $\mathbf t_k=(\mathbf q_k-\mathbf q_{k-1})/\ell_k$. The trapezoidal action and its gradient at an interior point are

$$S=\sum_{k=1}^{N}\tfrac12(p_{k-1}+p_k)\ell_k,$$

$$\frac{\partial S}{\partial\mathbf q_k}=\frac{\nabla V_k}{2p_k}(\ell_k+\ell_{k+1})+\tfrac12(p_{k-1}+p_k)\mathbf t_k-\tfrac12(p_k+p_{k+1})\mathbf t_{k+1}.$$

Use only the component normal to the path, and control the spacing of the points separately; otherwise points can slide along the path and exploit the quadrature error. An elastic-band path is a reasonable start, but a straight start should be tried too, since (2) identifies stationary paths and not the global minimum. Energies and forces are needed away from the MEP, here up to at least 0.226 eV.

The ends need fine resolution. In the quadratic approximation to $V$ near a well, $\ddot{\mathbf q}=\nabla V$ makes each normal mode decay as $e^{-\omega\tau}$, so the hard component varies as the soft component to the power $\omega_{\rm hard}/\omega_{\rm soft}$. With well modes of 36.00 and 8.69 meV this power is 4.1: the path bends into the soft direction close to the well. Under mass-weighted steepest descent the modes decay as $e^{-\omega^2t}$, and the power is $4.1^2\approx17$, a still sharper turn. Cubic terms in $V$ add to both paths a smooth bend of second order in the soft component, which dominates very close to the well.

## Relation to real hafnia capacitors

The parameters are round values in the rough regime of ferroelectric hafnia: oxygen shifts of some hundredths of a nanometre, barriers of the order of 0.1 eV per formula unit, and fields of the order of 1 MV/cm. They are not fitted to a material, and the soft hafnium coordinate was chosen to bend the path strongly. Tunnelling from the ground state, as treated here, also presumes a low temperature, which a device at room temperature does not have. At 300 K the thermal exponent is $B/k_BT=7.74$, against $2S/\hbar=80.55$ for tunnelling from the ground state. In this model thermal activation over the saddle dominates there, and the MEP barrier is the relevant quantity.

The temperature scale for tunnelling follows from the top of the barrier. At energy $\varepsilon$ below the top of an inverted parabola, the tunnelling exponent is

$$\frac2\hbar\int\sqrt{2\varepsilon-\omega_b^2x^2}\,dx=\frac{2\pi\varepsilon}{\hbar\omega_b},$$

while the Boltzmann factor gains $\varepsilon/k_BT$. Tunnelling below the top is favoured when $k_BT<\hbar\omega_b/2\pi$, that is, below 37.8 K. The exponents $B/k_BT$ and $2S/\hbar$ are equal at 28.8 K, but neither governs there: tunnelling from thermally excited energies between the well bottom and the top has a smaller total exponent, about 72 against 80.6. The second temperature ignores the change in zero-point energy, from 22.34 meV in the well to 5.41 meV at the saddle, which lowers the effective thermal barrier by about 17 meV, or 8% of $B$.

Three further effects change the tunnelling exponent:

- **Field.** With a rough effective charge of $2.5e$ per oxygen atom, 1 MV/cm offsets the wells by $2(2.5)(0.1\ \text{V/nm})(0.1\ \text{nm})\,e=0.05$ eV. On the field-free least-action path, held fixed, $S/\hbar$ falls from 40.27 to about 34. The wells are then no longer resonant, so (3) does not apply and the environment must take up the energy difference. The offset belongs to the model's two moving oxygen atoms. In polar orthorhombic hafnia mainly one oxygen per formula unit moves, and a switched polarization of roughly 100 µC/cm² in a volume of about 0.034 nm³ gives only about 0.02 eV per formula unit at this field.
- **Cluster size.** If four such units (two oxygen atoms and one hafnium atom each) move in unison, $V$ and the masses are both multiplied by four. Then $S$ grows by $\sqrt4\sqrt4=4$, to $161.1\hbar$. Within the model, tunnelling strongly favours small local steps, provided that their barrier per unit is no higher.
- **Slow neighbours.** Suppose a neighbouring atom of mass $M$ and stiffness $K$ has equilibrium positions a distance $d$ apart in the two states and cannot follow the crossing. The overlap of its two Gaussian ground states is $e^{-\sqrt{KM}\,d^2/4\hbar}$. For one hafnium atom with the same $K$ and $d=0.005$ nm, the formula adds 0.289 to $S/\hbar$. If the neighbour's equilibrium position moves steadily from one value to the other during the crossing, this is an upper estimate: the mode energy of such an atom, 10.82 meV, is not small compared with the 20.45 meV of the barrier motion, so it partly follows the crossing and adds less. A neighbour that is pushed aside and then returns, like the hafnium atom of the model, adds to $S$ even with $d=0$, and the formula does not cover it. Contributions of independent neighbours add up to leading order, as long as together they hardly change the path of the other atoms.

The remaining values are in the numerical output below.

## Calculated quantities

```
Inputs: a = 0.05 nm, b = 0.02 nm, B = 0.2 eV, K = 500.0 eV/nm^2
Masses: O 15.999 u (two move), Hf 178.49 u, Zr 91.224 u
hbar = 0.006465 nm sqrt(u eV)
S/hbar, mass-weighted MEP: 47.82
S/hbar, unweighted (elastic-band) MEP: 45.73
S/hbar, Hf frozen, straight path: 45.18
S/hbar, least-action path: 40.27
S/hbar from level splittings, no path used: 40.27
  splitting at 2.0 hbar: 1.9022e-09 eV
  splitting at 2.4 hbar: 5.8968e-08 eV
  splitting at 2.9 hbar: 1.1501e-06 eV
  splitting at 3.5 hbar: 1.3368e-05 eV
Highest V on MEP: 0.2000 eV; Hf frozen: 0.3000 eV
Highest V on least-action path: 0.2264 eV
Length, mass-weighted MEP: 0.9300 nm sqrt(u)
Length, unweighted MEP: 0.8388 nm sqrt(u)
Length, least-action path: 0.6960 nm sqrt(u)
Length, Hf frozen: 0.5657 nm sqrt(u)
Hf shift at u = 0: MEP 0.0200 nm, least action 0.0097 nm
Hf shift at u = a/2: MEP 0.0193 nm, least action 0.0090 nm
Rate exp(-2S/hbar) underestimated by MEP: 6.56 decades
log10 exp(-2S/hbar), least action: -35.0
Mass of Zr, same V: S/hbar MEP 43.35, least action 39.41
Curvature law, largest relative error: 1.4e-05
First variation of MEP: measured -0.25128, predicted -0.25128 sqrt(eV)
Circular valley, saving: found 2.8558e-04, rule 2.8571e-04 (model units)
Circular valley, action of MEP: 1.3333 (model units)
Well mode energies: 8.69, 36.00 meV
Saddle: barrier mode 20.45 meV, side mode 10.82 meV
Zero-point energy: well 22.34 meV, saddle 5.41 meV
Thermal exponent B/kT at 300 K: 7.74
Tunnelling rate exponent 2S/hbar: 80.55
Crossover temperature from barrier mode: 37.8 K
Temperature where B/kT = 2S/hbar: 28.8 K
Field 1.0 MV/cm, rough charge 2.5 e per O: well offset 0.0500 eV
S/hbar in that field, path kept fixed: 33.82
S/hbar for four formula units moving together: 161.1
Slow neighbour Hf shifted 0.005 nm adds to S/hbar: 0.289
```
